# Radiative Recombination of Free Carriers: Temperature Law and Three-Dimensional Prefactor

## 1. The decision

A device simulation needs a radiative coefficient $B$ at every temperature it treats. Two choices must be made: whether a value at 300 K may be carried to 200 K or 400 K by a power of $T$, and whether a value computed from free bands is good enough to enter at all. For free, nondegenerate carriers the power is $-d/2$ in $d$ dimensions, to leading order. The electron–hole attraction can change both the power and the size of $B$; section 9 estimates by how much.

## 2. Model and result

Let $n$ and $p$ be the electron and hole densities per unit $d$-dimensional volume. The spontaneous emission rate in the same volume defines $B_d$:

$$R=B_d\,np .$$

In thermal equilibrium absorption of thermal radiation balances this emission, so the net recombination rate is $B_d(np-n_i^2)$, with $n_i$ the intrinsic density.

The algebra uses atomic units: $\hbar$, the electron mass and the elementary charge are 1, and $c$ is the inverse fine-structure constant. $T$ stands for $k_BT$. The assumptions are:

- Electrons and holes are free and uncorrelated, in isotropic parabolic bands of masses $m_e$ and $m_h$, each twofold spin degenerate.
- Occupations are of Boltzmann form.
- Transitions are vertical: the photon momentum is neglected.
- The interband momentum matrix element does not depend on $k$. For $d<3$ the confined envelopes overlap fully.
- Photons move in three dimensions for every $d$, in a uniform medium of constant index $n_r$.

With $M=m_e+m_h$, gap $E_g$ and Kane energy $E_P$ (section 4), the result is

$$B_d=A\,\lambda_M^{\,d}\left(1+\frac{dT}{2E_g}\right),\qquad \lambda_M=\sqrt{\frac{2\pi}{MT}},\qquad A=\frac{n_rE_gE_P}{3c^3}.$$

The power law $T^{-d/2}$ is the leading term for $T\ll E_g$, with $E_g$, $n_r$ and the masses held fixed. In three dimensions

$$B_3\simeq\frac{n_rE_gE_P}{3c^3}\left(\frac{2\pi}{MT}\right)^{3/2}.$$

## 3. Emission rate of one pair

Take one photon mode of frequency $\omega$, wavevector $\mathbf q$ and polarization $\mathbf e$ in a volume $V$. Write its vector potential as $g(a\,\mathbf e\,e^{i\mathbf q\cdot\mathbf r}+\text{h.c.})$. The electric field is $-(1/c)\,\partial_t$ of this, so with $N$ photons present $\langle E^2\rangle=(\omega^2/c^2)g^2(2N+1)$. The electric energy is $Vn_r^2\langle E^2\rangle/8\pi$, and the magnetic energy is equal to it. Their sum must be $\omega(N+\tfrac12)$:

$$\frac{Vn_r^2\omega^2g^2}{4\pi c^2}(2N+1)=\omega\left(N+\tfrac12\right)\;\Rightarrow\; g^2=\frac{2\pi c^2}{Vn_r^2\omega}.$$

The coupling is $\mathbf A\cdot\mathbf p/c$. For emission into an empty mode its squared matrix element is

$$\frac{g^2}{c^2}|\mathbf e\cdot\mathbf p_{cv}|^2=\frac{2\pi}{Vn_r^2\omega}|\mathbf e\cdot\mathbf p_{cv}|^2 .$$

The golden rule multiplies this by $2\pi$ and by the density of modes. Since $q=n_r\omega/c$,

$$\frac{V\,q^2dq\,d\Omega}{(2\pi)^3}=\frac{V n_r^3\omega^2}{8\pi^3c^3}\,d\omega\,d\Omega .$$

For a given direction $\hat{\mathbf q}$ the two polarizations span the plane normal to it, so $\sum_{\mathbf e}|\mathbf e\cdot\mathbf p|^2=|\mathbf p|^2-|\hat{\mathbf q}\cdot\mathbf p|^2$. The average of the last term over directions is $|\mathbf p|^2/3$. The integral over the sphere is therefore $4\pi\cdot\tfrac23|\mathbf p|^2=8\pi|\mathbf p|^2/3$, and

$$\Gamma(\omega)=2\pi\cdot\frac{2\pi}{n_r^2\omega}\cdot\frac{n_r^3\omega^2}{8\pi^3c^3}\cdot\frac{8\pi}{3}|\mathbf p_{cv}|^2=\frac{4n_r\omega}{3c^3}|\mathbf p_{cv}|^2 .$$

## 4. Spin average

Let the conduction state be s-like and the valence states p-like, with $\langle S|p_j|X_l\rangle=P\delta_{jl}$ up to a phase. A normalized valence state is $\sum_{l,s}c_{ls}|X_l,s\rangle$, with $\sum|c_{ls}|^2=1$. Its matrix element to conduction spin $s$ along $j$ is $Pc_{js}$. Summed over $j$ and both conduction spins, the strength is $P^2$, however spin–orbit coupling has mixed the valence state.

Two valence states give $2P^2$, shared among four spin pairs. The mean strength per pair is $P^2/2$. With $E_P=2P^2$ this equals $E_P/4$, and the mean rate at the gap is

$$A=\frac{4n_rE_g}{3c^3}\cdot\frac{E_P}{4}=\frac{n_rE_gE_P}{3c^3}.$$

The plain mean is the right one because the occupations do not depend on spin.

## 5. The sum over vertical transitions

One Gaussian integral is used three times. Each dimension contributes $\sqrt{2\pi mT}/2\pi$, so

$$\int\!\frac{d^dk}{(2\pi)^d}\,e^{-k^2/2mT}=\left(\frac{mT}{2\pi}\right)^{d/2}.$$

Since $n$ is twice the integral of $f_e$, and likewise for holes,

$$f_e=\frac n2\left(\frac{2\pi}{m_eT}\right)^{d/2}e^{-k^2/2m_eT},\qquad f_h=\frac p2\left(\frac{2\pi}{m_hT}\right)^{d/2}e^{-k^2/2m_hT}.$$

The same $k$ enters both, because the transition is vertical. The four spin pairs have total rate $4A\,\omega_k/E_g$, where

$$\omega_k=E_g+\frac{k^2}{2m_r},\qquad \frac1{m_r}=\frac1{m_e}+\frac1{m_h}.$$

Hence

$$R=\int\!\frac{d^dk}{(2\pi)^d}\,4A\,\frac{\omega_k}{E_g}\,f_ef_h .$$

The product $f_ef_h$ contains $e^{-k^2/2m_rT}$. The factor 4 cancels the two factors $\tfrac12$, and the integral gives

$$B_d=A\left(\frac{2\pi}{m_eT}\right)^{d/2}\!\left(\frac{2\pi}{m_hT}\right)^{d/2}\!\left(\frac{m_rT}{2\pi}\right)^{d/2}\frac{\langle\omega\rangle}{E_g}.$$

Two normalizations bring $T^{-d}$ and the vertical sum returns $T^{d/2}$; this leaves $T^{-d/2}$. Because $m_r/(m_em_h)=1/M$, the masses enter through their sum alone. In the Gaussian average each dimension adds $T/2$ to the relative energy, so $\langle\omega\rangle=E_g+dT/2$. This proves the result of section 2.

**Departure from the pure power.** Put $\tau=dT/2E_g$. Then

$$\frac{d\ln B_d}{d\ln T}=-\frac d2+\frac{\tau}{1+\tau}.$$

**Constant dipole instead.** "Constant matrix element" may also mean a constant position element. Since $|\mathbf p|=\omega|\mathbf r|$, the pair rate then grows as $\omega^3$. The relative energy $\varepsilon$ has weight $\varepsilon^{h-1}e^{-\varepsilon/T}$ with $h=d/2$, and its first three moments are $hT$, $h(h+1)T^2$ and $h(h+1)(h+2)T^3$. Expanding $(1+\varepsilon/E_g)^3$ with $t=T/E_g$, the correction factor is

$$1+3ht+3h(h+1)t^2+h(h+1)(h+2)t^3 .$$

The leading power is unchanged.

These formulas were compared with direct sums over discrete $k$ points for $m_e=0.1$ and $m_h=0.6$, at 100, 300 and 500 K, in one, two and three dimensions, with the rate constant, linear and cubic in $\omega$. The largest relative difference was $2.7\times10^{-12}$.

## 6. What the wavelength means

The total momentum of a classical pair has a Gaussian distribution, whose density at zero is $(2\pi MT)^{-d/2}$. In a box of side $L$ one allowed momentum occupies $(2\pi/L)^d$. The chance that a pair has zero total momentum is therefore

$$\left(\frac{2\pi}{L}\right)^d(2\pi MT)^{-d/2}=\frac{\lambda_M^d}{L^d}.$$

There are $npL^{2d}$ pairs. Multiplying by this chance and by $A$, and dividing by $L^d$, gives $A\lambda_M^d\,np$. Cooling raises $B$ because more pairs have nearly zero total momentum.

A photon of momentum $q$ in the $d$-dimensional space requires total momentum $q$ instead. Completing the square,

$$\frac{(\mathbf k+\mathbf q)^2}{2m_e}+\frac{k^2}{2m_h}=\frac{1}{2m_r}\left(\mathbf k+\frac{m_r}{m_e}\mathbf q\right)^2+\frac{q^2}{2M}.$$

At fixed photon energy the rate gains a factor $e^{-q^2/2MT}$. The vertical rule therefore needs $T\gg q^2/2M$.

**The degenerate limit.** Filling the bands also removes the power law. Suppose the holes fill their states completely out to a $k$ beyond all occupied electron states. Then $f_h=1$ wherever $f_e\neq0$, and

$$R=4A\int\!\frac{d^dk}{(2\pi)^d}f_e=2An .$$

The electron lifetime is $1/2A$. It depends neither on temperature (apart from the small spread in $\omega$) nor on hole density, so a constant $B$ no longer describes the rate. With the masses of section 8, this limit needs about $10^{20}$ holes per cm³ at room temperature.

## 7. The prefactor from absorption

In three dimensions the prefactor also follows from the absorption of a classical wave; the quantum nature of light then enters only through the thermal occupation of the modes. A classical wave $A_0\mathbf e\cos(\mathbf q\cdot\mathbf r-\omega t)$ drives each vertical transition at the rate $2\pi(A_0^2/4c^2)|\mathbf e\cdot\mathbf p|^2\delta(\omega_k-\omega)$. Its field amplitude is $\omega A_0/c$, so its intensity is $n_r\omega^2A_0^2/8\pi c$. Absorbed power per volume divided by intensity is the absorption coefficient:

$$\alpha(\omega)=\frac{4\pi^2}{n_r\omega c}\,\frac1V\sum|\mathbf e\cdot\mathbf p|^2\,\delta(\omega_k-\omega)=\frac{4\pi^2}{n_r\omega c}\,\frac{E_P}{3}\,J(\omega).$$

The four spin pairs have total strength $2P^2=E_P$, of which one polarization takes a third on average. The joint density of states per spin pair is

$$J(\omega)=\frac{(2m_r)^{3/2}\sqrt{\omega-E_g}}{4\pi^2}.$$

Thermal radiation has $n_r^3\omega^2/\pi^2c^3$ modes per volume and frequency, speed $c/n_r$, and occupation $e^{-\omega/T}$ for $\omega\gg T$. The equilibrium absorption rate is

$$R_0=\int\!\frac{n_r^2\omega^2}{\pi^2c^2}\,\alpha\,e^{-\omega/T}d\omega=\frac{4n_rE_P}{3c^3}\int\!\omega J(\omega)e^{-\omega/T}d\omega .$$

The last integral is the Gaussian $k$-sum of section 5 in another variable. It equals $E_g(1+3T/2E_g)(m_rT/2\pi)^{3/2}e^{-E_g/T}$. Equilibrium emission equals $R_0$, so $B_3=R_0/n_i^2$, with

$$n_i^2=4\left(\frac{m_eT}{2\pi}\right)^{3/2}\left(\frac{m_hT}{2\pi}\right)^{3/2}e^{-E_g/T}.$$

The exponentials cancel, the masses combine into $1/M$, and the result of section 2 returns with its factor $1/3$.

## 8. Numbers in the regime of CdTe

Rough typical values for this direct-gap absorber are $E_g=1.5$ eV, $m_e=0.1$, $m_h=0.6$, $E_P=20$ eV and $n_r=3$. The temperature is 300 K, so $k_BT=0.0259$ eV. The material is p-type with $10^{16}$ holes per cm³ and far fewer electrons.

With the energies converted to hartree, $A$ is $6.51\times10^8$ s⁻¹. The wavelength for $M=0.7$ is 51.4 Å, and its cube is $1.361\times10^5$ Å³. The leading coefficient is

$$B_3=6.51\times10^{8}\times1.361\times10^{5}=8.86\times10^{13}\ \text{Å}^3/\text{s}=8.86\times10^{-11}\ \text{cm}^3/\text{s}.$$

The photon-energy factor is $1+1.5\times0.0259/1.5=1.026$, which raises this to $9.09\times10^{-11}$ cm³/s. Numerical integration of the absorption route gives the same value. A constant dipole would give the factor 1.081. The radiative lifetime of an electron is $1/(B_3p)$, about 1100 ns.

The leading law gives $1.63\times10^{-10}$ cm³/s at 200 K and $5.75\times10^{-11}$ cm³/s at 400 K, a ratio of $2^{3/2}$. The local exponent at 300 K, with the photon-energy factor, is $-1.475$ instead of $-1.5$.

For the same $A$, masses and transition energy, $B_2=1.72\times10^{-4}$ cm²/s and $B_1=335$ cm/s. These multiply sheet and line densities, so their sizes cannot be compared with $B_3$. In a real well or wire, confinement raises the transition energy, and the law $T^{-d/2}$ needs one occupied subband per carrier type.

## 9. What the free-carrier model leaves out

**Small effects.** Each is compared with the leading $B_3$ at 300 K:

- Photon momentum removes 0.1 %. The energy $q^2/2M$ corresponds to 0.33 K.
- Fermi occupation removes 0.04 % at the example's density, and 8 % at $n=p=10^{18}$ cm⁻³.
- A nonparabolic electron band, $E(1+aE)=k^2/2m_e$ with $a=0.54$ eV⁻¹, lowers $B_3$ by 1.4 % if the matrix element is held fixed. In a two-band estimate, the accompanying loss of s character in the electron state lowers it by about 2 % more.
- A gap slope of roughly $-0.3$ meV/K lowers $A$ by 2 % per 100 K of heating, with $n_r$ and $E_P$ fixed.

**Light holes.** Add a light-hole band of mass 0.1 with the same edge. By section 4 it has the same $A$. Its share of the holes is $s=0.1^{3/2}/(0.1^{3/2}+0.6^{3/2})=0.064$, and its total mass with the electron is 0.2. The coefficient is multiplied by

$$1-s+s\left(\frac{0.7}{0.2}\right)^{3/2}=1.35 .$$

The share does not depend on temperature, so the exponent stays. Real valence bands are also warped: the heavy-hole mass of CdTe is roughly 0.5 along [100] and 0.8 to 1.1 along [111]. Averaging over directions keeps the exponent, but lowers the heavy-hole $B_3$ of section 8 by roughly 10 to 35 %, depending on the band parameters, and raises the light-hole factor to about 1.4.

**Coulomb attraction.** Let a pair of zero total momentum have the relative wavefunction $\phi(\mathbf r)$. With a constant matrix element its emission amplitude is the sum of the Fourier components of $\phi$, which is proportional to $\phi(0)$. The free-pair rate is thus multiplied by the ratio of thermal contact densities,

$$F=\lambda_r^3\sum_\nu|\phi_\nu(0)|^2e^{-E_\nu/T},\qquad \lambda_r=\sqrt{\frac{2\pi}{m_rT}},$$

where $\lambda_r^{-3}$ is the free value of the sum. Let $E_x$ be the exciton binding energy and $a_x$ its radius, with $E_x=1/2m_ra_x^2$. A scattering state of energy $\varepsilon$ has its contact density raised by the Sommerfeld factor $S=2\pi\eta/(1-e^{-2\pi\eta})$, $\eta=\sqrt{E_x/\varepsilon}$. The hydrogen-like s states have $|\phi_n(0)|^2=1/\pi a_x^3n^3$. Since $\lambda_r^2/a_x^2=4\pi E_x/T$,

$$F=\frac{2}{\sqrt\pi}\int_0^\infty\!\sqrt x\,e^{-x}S\,dx+8\sqrt\pi\left(\frac{E_x}{T}\right)^{3/2}\sum_{n\ge1}\frac{e^{E_x/n^2T}}{n^3},\qquad x=\frac{\varepsilon}{T}.$$

For $T\gg E_x$, $S\simeq1+\pi\eta$ and $F\simeq1+2\sqrt{\pi E_x/T}$, so the free law returns slowly.

With a static permittivity of 10, $E_x=11.7$ meV and $a_x=61.7$ Å. At 300 K the scattering part of $F$ is 4.87 and the bound part 7.69, in total 12.55. Diagonalizing the Coulomb problem in a large sphere also gives 12.55. The coefficient becomes $1.1\times10^{-9}$ cm³/s, and its local exponent, at fixed photon energy, is $-2.85$ instead of $-1.5$.

This is the unscreened, low-density limit, with excitons in equilibrium with free pairs and $n$, $p$ counting unbound carriers. At $10^{16}$ holes per cm³ there are about 0.05 ground-state excitons per free electron. The Debye length, 378 Å, is six times the exciton radius, so the ground state should stay bound, with a reduced binding energy; the larger excited states are affected more. With the attraction screened statically at this Debye length, the ground state binds by about 8 meV and one excited s state remains. $F$ falls only to about 11, and the local exponent at fixed hole density is about $-2.6$. Static screening is itself an approximation, so these are estimates.

**Reabsorption.** Counting heavy-hole transitions only, the free-pair absorption length at $E_g+k_BT$ is $2.3\times10^4$ Å; the unscreened Sommerfeld factor at this energy, 4.28, would shorten it to about $5.3\times10^3$ Å. The filled light-hole band absorbs as well; with the mass 0.1 it shortens these lengths to about $1.6\times10^4$ Å and $4\times10^3$ Å. In layers much thicker than the absorption length, many photons are reabsorbed and create new pairs. The internal $B$ is unchanged, but the net loss of carriers is smaller.

## 10. Use in a real device

Radiative coefficients used for direct-gap semiconductors are roughly of order $10^{-10}$ cm³/s, and the free-carrier value lies there. This does not validate the model, since attraction raises the internal rate and reabsorption lowers the net one. Real CdTe films also break the assumption that recombination is radiative: in polycrystalline layers defects commonly limit the lifetime to roughly 1–100 ns, between ten and a thousand times below the 1100 ns found here. With the unscreened attraction of section 9, however, the radiative lifetime would be only about 90 ns (about 100 ns with static screening). The choice of $B$ therefore matters little for the total lifetime when defects limit it to a few nanoseconds, but it does matter when they limit it to about 100 ns. In both cases $B$ enters the luminescence directly.

The scaling $T^{-3/2}$ is justified for a bulk direct-gap material when the carriers are nondegenerate, the gap and index vary little over the range, and the attraction has little effect. Without screening the last condition means $\sqrt{\pi E_x/k_BT}\ll1$, which is stricter in practice than $E_x\ll k_BT$: at $E_x=0.01\,k_BT$ the attraction still raises $B$ by about 40 %. Screening relaxes this condition. The example meets the first two conditions. It fails the third at its own density of $10^{16}$ cm⁻³, where static screening still leaves $F$ near 11, and a coefficient carried from 300 K to another temperature by $T^{-3/2}$ would then change too little. The main values are listed in the numerical output.

## Table of computed values

```
gap 1.5 eV; Kane energy 20.0 eV; index 3.0
masses: electron 0.1, heavy hole 0.6 (electron masses)
total mass 0.700, reduced mass 0.0857 (electron masses)
temperature 300.0 K; thermal energy 0.02585 eV
hole density 1.0e+16 cm^-3
mean pair rate A = 6.5088e+08 s^-1
wavelength lam_M = 51.436 angstrom
lam_M cubed = 1.3609e+05 angstrom^3
B_3 leading = 8.8575e+13 angstrom^3/s
B_3 leading = 8.8575e-11 cm^3/s
photon-energy factor, d=3: 1.02585
constant-dipole factor, d=3: 1.08096
B_3 with photon-energy factor = 9.0865e-11 cm^3/s
B_3 by detailed balance = 9.0865e-11 cm^3/s
radiative lifetime = 1100.5 ns
B_3 leading at 200 K = 1.6272e-10 cm^3/s
B_3 leading at 400 K = 5.7531e-11 cm^3/s
B_1 leading = 3.3479e+02 cm/s
B_2 leading = 1.7220e-04 cm^2/s
local T exponent from k-sum, d=1: -0.4915
local T exponent from k-sum, d=2: -0.9831
local T exponent from k-sum, d=3: -1.4748
largest relative k-sum error: 2.7e-12
Effects left out (ratios to leading B_3):
light-hole mass 0.1 electron masses
light-hole share of holes: 0.0637
with light holes: 1.3534
nonparabolicity 0.540 eV^-1
with nonparabolic electrons: 0.9861
Fermi occupation, example density: 0.99960
Fermi occupation, n = p = 1e18 cm^-3: 0.9162
photon-momentum loss fraction: 1.09e-03
vertical rule fails near 0.328 K
rough gap slope -3.0e-04 eV/K
change of A per +100 K: -2.00 %
absorption length at gap + kT: 2.276e+04 angstrom
static permittivity 10.0
exciton binding 0.01166 eV
exciton radius 61.74 angstrom
Debye length 378.0 angstrom
Sommerfeld factor at energy kT: 4.2830
Coulomb factor, scattering pairs: 4.8662
Coulomb factor, bound pairs: 7.6887
Coulomb factor, total: 12.5549
same total by diagonalization: 12.5549
its shift in a larger sphere: 5.5e-11
diagonalization without attraction: 1.000000
B_3 leading times total: 1.112e-09 cm^3/s
local T exponent with Coulomb, d=3: -2.8480
1s excitons per free electron: 0.0499
```
